# How two-order phase-grating fringes shift with defocus

## Problem

A projection lens images a one-dimensional phase grating onto a wafer in air. Light of vacuum wavelength $\lambda$ falls on the grating at normal incidence. The image has pitch $p$; all lengths below are measured on the wafer side, so the lens reduction is already included. Over one period, the grating adds the phases

- $0^\circ$ for $0<x<p/2$,
- $90^\circ$ for $p/2<x<3p/4$,
- $270^\circ$ for $3p/4<x<p$.

(a) Show that order $-1$ is absent, and find which pitches let the lens pass orders $0$ and $+1$ alone.

(b) Find the intensity at a distance $z$ from best focus. Show that the fringes shift sideways by approximately $\lambda/(2p)$ per unit defocus, and find the law that this approximates.

(c) Evaluate the shift for $\lambda=193$ nm, numerical aperture $\mathrm{NA}=0.75$ and $p=400$ nm. How well must the fringe position be known to measure focus to about 2 nm?

Take the grating as thin, the lens as ideal, the source as a single point on the axis, and the field as a scalar. Let $z$ increase in the direction of travel, with time factor $e^{-i\omega t}$. Order $+1$ travels toward positive $x$.

## Hints

1. Integrate $t(x)\,e^{-i2\pi mx/p}$, where $t(x)$ is the transmission, over the four quarter periods separately. The four integrals differ only by a phase factor.
2. "Transmits two orders" cannot describe the grating by itself. Ask what the squared modulus of a two-order transmission looks like, and compare it with that of a pure phase object.
3. Each order leaves the lens as a plane wave. Its transverse wavenumber is set by the pitch; the Helmholtz equation then fixes its longitudinal wavenumber.
4. A fringe is a line of constant phase difference between the two waves. Follow one such line as $z$ changes.
5. Write $1-\cos\theta$ and $\sin\theta$ in terms of $\theta/2$.

## Solution

### (a) Which orders reach the wafer

Write the transmission as $t(x)=\sum_m c_m e^{i2\pi mx/p}$, with

$$c_m=\frac1p\int_0^p t(x)\,e^{-i2\pi mx/p}\,dx .$$

In the quarter periods $j=0,1,2,3$ the transmission is $t_j=1,\,1,\,i,\,-i$. For $m\neq0$, quarter $j$ contributes $t_j$ times

$$\frac1p\int_{jp/4}^{(j+1)p/4}e^{-i2\pi mx/p}dx=(-i)^{mj}\,\frac{1-(-i)^m}{2\pi i m},$$

because $e^{-i\pi m/2}=(-i)^m$. Hence

$$c_m=\frac{1-(-i)^m}{2\pi i m}\,S_m,\qquad S_m=\sum_{j=0}^{3}t_j(-i)^{mj}.$$

For $m=+1$ the powers of $-i$ are $1,-i,-1,i$, so

$$S_1=1-i-i+1=2(1-i),\qquad c_1=\frac{(1+i)\,2(1-i)}{2\pi i}=\frac{4}{2\pi i}=-\frac{2i}{\pi}.$$

For $m=-1$ the powers are $1,i,-1,-i$, so

$$S_{-1}=1+i-i-1=0,\qquad c_{-1}=0 .$$

The zeroth coefficient is the mean transmission, $c_0=(1+1+i-i)/4=1/2$.

The grating also makes higher orders, and it must. If only $c_0$ and $c_1$ were present, then

$$|t|^2=|c_0|^2+|c_1|^2+2\,\mathrm{Re}\!\left(c_1c_0^*e^{i2\pi x/p}\right),$$

which varies with $x$ unless one of the two coefficients vanishes. A pure phase object has $|t|^2=1$ everywhere. The grating therefore suppresses order $-1$, and the lens aperture has to remove the rest. For $m=\pm2$, for instance, $S_{\pm2}=1-1+i+i=2i$ and $c_{\pm2}=\pm1/\pi$, so each of these orders carries $1/\pi^2=0.1013$ of the incident power. Orders $0$ and $+1$ together carry $1/4+4/\pi^2=0.6553$.

Order $m$ leaves the lens with direction sine $m\lambda/p$. Order $+1$ passes and orders $\pm2$ are blocked if

$$\frac{\lambda}{p}\le \mathrm{NA}<\frac{2\lambda}{p},\qquad\text{that is}\qquad \frac{\lambda}{\mathrm{NA}}\le p<\frac{2\lambda}{\mathrm{NA}} .$$

Orders beyond $\pm2$ are steeper still and are blocked as well.

### (b) The image away from focus

Let $k=2\pi/\lambda$. In air the field obeys $(\partial_x^2+\partial_z^2+k^2)E=0$. Inserting $E=e^{iqx}f(z)$ gives $f''+(k^2-q^2)f=0$, whose forward-travelling solution is $f=e^{iz\sqrt{k^2-q^2}}$.

Order $0$ has $q=0$. Order $+1$ has $q=2\pi/p=k\sin\theta$, which defines its angle:

$$\sin\theta=\frac{\lambda}{p},\qquad \sqrt{k^2-q^2}=k\cos\theta .$$

The field at the wafer is therefore

$$E(x,z)=c_0e^{ikz}+c_1e^{i2\pi x/p+ikz\cos\theta}.$$

Squaring its modulus leaves the phase difference $\Phi=2\pi x/p-kz(1-\cos\theta)$ in the cross term. With $c_1c_0^*=-i/\pi$,

$$2\,\mathrm{Re}\!\left(-\frac{i}{\pi}e^{i\Phi}\right)=\frac2\pi\sin\Phi=\frac2\pi\cos\!\left(\Phi-\frac\pi2\right),$$

and so

$$I(x,z)=\frac14+\frac4{\pi^2}+\frac2\pi\cos\!\left[\frac{2\pi x}{p}-\frac\pi2-kz(1-\cos\theta)\right].$$

Defocus enters through the phase of the cosine alone. In this model the fringes keep their contrast and move as a rigid pattern.

A bright fringe lies where the bracket is zero. Multiplying that condition by $p/(2\pi)$ and using $k/(2\pi)=1/\lambda$,

$$x=\frac p4+\frac p\lambda(1-\cos\theta)\,z .$$

Since $p/\lambda=1/\sin\theta$, the slope is

$$\frac{dx}{dz}=\frac{1-\cos\theta}{\sin\theta}=\frac{2\sin^2(\theta/2)}{2\sin(\theta/2)\cos(\theta/2)}=\tan\frac\theta2 .$$

This has a simple geometrical reading. Along the direction halfway between the two beams, both wavevectors have the same component, $k\cos(\theta/2)$. The phase difference does not change along that line, so the fringe planes bisect the beams and lean by $\theta/2$ from the axis. A wafer placed downstream of focus cuts these planes farther toward the side of order $+1$.

For small angles put $s=\lambda/p$ and expand $\cos\theta=\sqrt{1-s^2}=1-s^2/2-s^4/8-\dots$:

$$\frac{dx}{dz}=\frac{1-\sqrt{1-s^2}}{s}=\frac s2+\frac{s^3}{8}+\dots$$

The leading term is the required result,

$$\frac{dx}{dz}\approx\frac{\lambda}{2p}\qquad(\lambda\ll p).$$

The error can be found without a series. With $\tau=\tan(\theta/2)$, the identity $\sin\theta=2\tau/(1+\tau^2)$ rearranges to

$$\tau=\frac{s}{2}\,(1+\tau^2).$$

The true slope exceeds $\lambda/(2p)$ by the fraction $\tau^2$ of the approximate value, which is about $s^2/4$ at small angles. For a very coarse grating the approximation becomes accurate, but the slope itself tends to zero and the two-beam fringes no longer sense focus. This assumes the aperture is reduced with $\lambda/p$, so that only two orders pass. At fixed aperture a coarse grating passes many orders and the law does not apply. For $p=1600$ nm and $\mathrm{NA}=0.75$, the dark lines at the $90^\circ$ steps still move, by about $-0.27$ nm per nm of defocus.

### (c) Numbers

The aperture condition gives $257.3\ \text{nm}\le p<514.7$ nm, so 400 nm is allowed. Then

$$\sin\theta=\frac{193}{400}=0.4825,\qquad\cos\theta=0.8759,\qquad\theta=28.85^\circ,$$

$$\tan\frac\theta2=\frac{1-0.8759}{0.4825}=0.257,\qquad \frac{\lambda}{2p}=\frac{193}{800}=0.241 .$$

The approximation is low; the true slope is 6.6% above it. For 30 nm of defocus the fringes move $30\times0.2572=7.72$ nm, where the approximation gives 7.24 nm. At pitches of 800 and 1600 nm the excess falls to 1.50% and 0.37%, close to the fourfold drop per doubling of pitch that $s^2/4$ predicts. In this comparison the aperture was reduced along with $\lambda/p$, so that the same two orders passed each time.

A search for the intensity maximum, in an image built from the sampled grating, finds it at 74.28, 100.00 and 125.72 nm for defocus of $-100$, 0 and $+100$ nm. This confirms the starting position $p/4$, the sign and the slope. A second test avoids plane-wave phases altogether: the field at focus, under a wide Gaussian envelope, is carried forward by the Rayleigh–Sommerfeld diffraction integral in real space. At 400 nm it gives a shift of 102.88 nm, and $400\tan(\theta/2)$ is also 102.88 nm.

If the fringe position is known to 0.5 nm, focus is known to $0.5/0.2572=1.94$ nm, which answers the question. Adding a mirrored grating beside the first does better. Replacing $t(x)$ by $t(-x)$ exchanges $c_m$ and $c_{-m}$, so the light goes into order $-1$ and the fringes move with slope $-0.2572$. The separation between the two patterns changes by 0.514 nm per nm of defocus, and the same 0.5 nm error, now in the separation, corresponds to 0.97 nm of focus.

### What happens inside the resist

In a layer of refractive index $n$ the transverse wavenumber is still $2\pi/p$, but $k$ becomes $nk$. The beam angle $\theta_r$ obeys $\sin\theta_r=\lambda/(np)$, and the fringes lean by $\theta_r/2$. If the resist surface lies at defocus $z$, a bright fringe at depth $d$ is at

$$x=\frac p4+z\tan\frac\theta2+d\tan\frac{\theta_r}2 ,$$

provided that reflection from below is negligible and the layer does not absorb, so that entering it adds no phase difference between the orders. Moving the wafer changes $z$ at fixed $d$, so the focus sensitivity keeps its value for air. The last term is a fixed lean. For $n=1.7$ the inner slope is 0.1449, and a 100 nm layer shows a displacement of 14.5 nm from top to bottom. A position read as an average over the depth is offset by half of this, 7.2 nm, which corresponds to about 28 nm of focus and must be included in the definition of zero focus.

### Comparison with a real scanner

The wavelength is that of an ArF scanner, and an aperture of 0.75 is a plausible value for a dry one. The index and thickness of the resist are rough typical values. The other errors quoted here and in the variations are assumed round figures, not data for a particular tool.

Two idealizations are easily sized.

- **Lens phase.** If the lens delays order $+1$ relative to order $0$ by $W$ wavelengths (negative $W$ for an advance), then $c_1$ gains a factor $e^{i2\pi W}$ and the fringes move by $-pW$. For $W=0.005$ this is $-2.00$ nm at every focus setting, which would be read as a focus error of $-7.8$ nm. That is larger than the 1.94 nm found above, so accurate absolute focus needs a calibration of this offset.
- **Polarization.** The scalar calculation holds for an electric field parallel to the grating lines. For a field in the plane of the two beams, the field vectors meet at angle $\theta$, and the cross term is multiplied by $\cos\theta$. In air the contrast drops from 0.9715 to 0.8509. The factor is real and positive, so the fringe position is unchanged.

The contrasts above also take the relative amplitudes of the orders to be the same at the wafer as at the grating. A reduction lens that conserves energy strengthens an oblique order slightly. For fourfold reduction this lowers the scalar contrast from 0.9715 to about 0.955 and leaves the fringe position unchanged.

The thickness of the grating relief and reflections within the resist lie outside this model, and their effect is not estimated here.

## Variation 1: order $-1$ is not fully suppressed

**Question.** The etched phases are slightly wrong, so $c_{-1}\neq0$. How does the slope at focus change, and what happens when the orders are symmetric?

**Solution.** Order $-1$ has the same angle to the axis as order $+1$, so the lens passes it. Let $\psi=kz(1-\cos\theta)$. Two pairs of neighbouring orders now contribute to the intensity component $e^{i2\pi x/p}$, whose coefficient is

$$H=Ae^{-i\psi}+Be^{i\psi},\qquad A=c_1c_0^*,\quad B=c_0c_{-1}^* .$$

The first term comes from orders $+1$ and $0$, the second from $0$ and $-1$; the two phases turn in opposite senses. The fundamental fringe is $2|H|\cos(2\pi x/p+\arg H)$, with its maximum at $x=-(p/2\pi)\arg H$. Orders $+1$ and $-1$ also interfere, but with period $p/2$, so they do not alter this fundamental.

At focus $H=A+B$ and $dH/d\psi=-i(A-B)$. Since $d(\arg H)/d\psi=\mathrm{Im}(H^{-1}dH/d\psi)$,

$$\frac{d(\arg H)}{d\psi}=-\mathrm{Re}\,\frac{A-B}{A+B}.$$

Multiplying by $-p/(2\pi)$ and by $d\psi/dz=k(1-\cos\theta)$ gives

$$\left.\frac{dx}{dz}\right|_{z=0}=\tan\frac\theta2\;\mathrm{Re}\,\frac{A-B}{A+B}\qquad(A+B\neq0).$$

For $B=0$ the earlier law returns. For $A=B$ the slope is zero: $H=2A\cos\psi$, and defocus changes the contrast without moving the fringes, until $\cos\psi$ changes sign and bright and dark exchange places. A chrome grating with equal lines and spaces is of this kind, and its computed slope is 0.0000. With illumination centred on the axis, and at defocus too small for bright and dark to exchange places, it can serve as the fixed reference against which a single phase grating is read. Under tilted illumination its fringes move with defocus too. The lateral motion thus comes from the imbalance between the two sides, not from defocus alone.

Now let both etched phases be 2% too large. The amplitude of order $-1$ becomes 0.0360 of that of order $+1$. The slope at focus rises from 0.2572 to 0.2638, or by 2.6%. The fixed offset, $-(p/2\pi)\arg(A+B)$ measured from $p/4$, matters more: it is $-3.99$ nm, equivalent to a false focus of $-3.99/0.2638=-15.1$ nm. With these assumed magnitudes it gives a larger false focus than the lens phase error, though a smaller one than the lean through the resist if that is left uncorrected. These figures apply when the position is read from the fundamental fringe. The brightest point of the image is displaced farther, by $-9.6$ nm at focus, because the component of period $p/2$ skews each fringe.

## Variation 2: the illumination is tilted or has a finite size

**Question.** The illumination is tilted, so that order $0$ reaches the wafer with a small direction sine $u$ along $x$. Find the change of slope. Then average over a source disk of radius $R=\sigma\,\mathrm{NA}$ with $\sigma=0.2$.

**Solution.** Include a direction sine $v$ along the grating lines, for use in the average. The longitudinal direction cosines of the two orders are

$$\gamma_0=\sqrt{1-u^2-v^2},\qquad \gamma_1=\sqrt{1-(u+s)^2-v^2}.$$

The phase difference is $2\pi x/p-kz(\gamma_0-\gamma_1)$, so the slope is $(\gamma_0-\gamma_1)/s$. To second order in $u$ and $v$,

$$\gamma_0\approx1-\frac{u^2+v^2}2,\qquad \gamma_1\approx\cos\theta-u\tan\theta-\frac{u^2}{2\cos^3\theta}-\frac{v^2}{2\cos\theta}.$$

Subtracting, dividing by $s=\sin\theta$, and using $\tan\theta/\sin\theta=1/\cos\theta$,

$$\frac{dx}{dz}\approx\tan\frac\theta2+\frac{u}{\cos\theta}+\frac{1}{2s}\left[u^2\!\left(\frac1{\cos^3\theta}-1\right)+v^2\!\left(\frac1{\cos\theta}-1\right)\right].$$

A tilt of $u=0.005$ changes the slope by $0.005/0.8759=0.0057$, or 2.2% of its value. Reversing the tilt reverses the leading change.

For a uniform disk centred on the axis, the intensities of the source points add. Near focus the phase of the summed fringe is the mean of the individual phases, so the slopes average. The linear term cancels, and $\langle u^2\rangle=\langle v^2\rangle=R^2/4$. With $R=0.2\times0.75=0.15$ the correction is

$$\frac{R^2}{8s}\left(\frac1{\cos^3\theta}+\frac1{\cos\theta}-2\right)=\frac{0.0225}{3.86}\,(1.488+1.142-2)\approx0.0037 .$$

This predicts a slope of 0.2609. Direct summation over the source, between $-100$ and $+100$ nm of defocus, gives 0.2610. The individual patterns shift by different amounts, so they blur one another away from focus: the contrast falls from 0.9715 at focus to 0.9625 at 100 nm.

The source also narrows the choice of pitch. Order $+1$ must pass from every source point, which requires $\lambda/p+R\le\mathrm{NA}$. Orders $\pm2$ must be blocked from every point, which requires $2\lambda/p-R>\mathrm{NA}$. Together,

$$\frac{\lambda}{\mathrm{NA}(1-\sigma)}\le p<\frac{2\lambda}{\mathrm{NA}(1+\sigma)},$$

or 321.7 to 428.9 nm here. The pitch of 400 nm still qualifies. The window closes when $1+\sigma=2(1-\sigma)$, that is at $\sigma=1/3$; with a larger disk, no pitch isolates the two orders for all source points. The remaining values are listed in the numerical output.

## Computed results

```
wavelength: 193 nm
image pitch: 400 nm
numerical aperture: 0.75
pitch window, point source: 257.3 to 514.7 nm
pitch window, sigma 0.2: 321.7 to 428.9 nm
amplitude of order 0: 0.5000
amplitude of order +1: 0.6366
power in orders 0 and +1: 0.6553 of incident
power in order +2 (blocked): 0.1013 of incident
power in order -2 (blocked): 0.1013 of incident
fringe contrast: 0.9715
sin(theta): 0.4825
cos(theta): 0.8759
theta: 28.85 degrees
exact slope tan(theta/2): 0.2572 nm/nm
approximate slope: 0.2412 nm/nm
excess over approximation, pitch 400 nm: 6.62 %
excess over approximation, pitch 800 nm: 1.50 %
excess over approximation, pitch 1600 nm: 0.37 %
peak position at defocus -100 nm: 74.28 nm
peak position at defocus 0 nm: 100.00 nm
peak position at defocus 100 nm: 125.72 nm
real-space integral, shift at 400 nm: 102.88 nm
tan(theta/2) law, shift at 400 nm: 102.88 nm
shift for 30 nm defocus, exact: 7.72 nm
shift for 30 nm defocus, approximate: 7.24 nm
slope of mirrored grating: -0.2572 nm/nm
slope of symmetric chrome grating: 0.0000 nm/nm
position error assumed: 0.5 nm
focus error, one grating: 1.94 nm
focus error, mirrored pair: 0.97 nm
finite source, slope: 0.2610 nm/nm
finite source, contrast at 100 nm defocus: 0.9625
source tilt (direction sine): 0.005
source tilt, change of slope: 0.0057 nm/nm
etched phase error: 2 %
phase error, order -1 over order +1 amplitude: 0.0360
phase error, slope at focus: 0.2638 nm/nm
phase error, fixed offset: -3.99 nm
phase error, false focus: -15.1 nm
lens phase error: 0.005 wave
lens phase error, fixed offset: -2.00 nm
lens phase error, false focus: -7.8 nm
in-plane polarization, contrast: 0.8509
resist index: 1.7
resist thickness: 100 nm
slope inside resist: 0.1449 nm/nm
fringe lean through resist: 14.5 nm
```
